# The tunnelling mass of a tilted silicon valley: a program that tests the result

```python
# Result under test: for a planar barrier with unit normal n, an ellipsoidal
# valley E = h k.W.k (W = inverse mass tensor, h = hbar^2/2m0) decays with the
# tunnelling mass 1/(n.W.n), not n.M.n (M = mass tensor, units of m0).
# Silicon (111): about 0.26 against 0.43. Units inside: eV, nm.
# Axes: n = normal, t = in the plane of n and the valley axis, s = the third.
# phi = Schottky barrier, mu = Fermi energy above the bulk band edge,
# E00 = characteristic tunnelling energy, S = WKB exponent, T = exp(-S).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.spatial import ConvexHull
from scipy.special import expit

h = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # eV nm^2
m_l, m_t = 0.916, 0.19                               # rounded silicon masses
eps_r, phi, doping_cm3 = 11.7, 0.6, 1e20             # rough typical values
doping = doping_cm3 * 1e-21                          # nm^-3
coul = sc.e / (sc.epsilon_0 * eps_r) * 1e9           # q^2/eps in eV nm
masses = np.array([m_l, m_t, m_t])
axes = np.array([[1, 1, 1] / np.sqrt(3), [2, -1, -1] / np.sqrt(6),
                 [0, 1, -1] / np.sqrt(2)])
M = axes @ np.diag(masses) @ axes.T
W = axes @ np.diag(1 / masses) @ axes.T
m_tun, m_wrong = 1 / W[0, 0], M[0, 0]
m_par = np.sqrt(np.linalg.det(M[1:, 1:]))
assert round(m_tun, 2) == 0.26 and round(m_wrong, 2) == 0.43
assert np.isclose(m_tun, 3 / (1 / m_l + 2 / m_t))
assert np.isclose(m_par, np.sqrt(np.prod(masses) * W[0, 0]))


def both_masses(direction, valley_masses):
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    return 1 / np.sum(u**2 / valley_masses), np.sum(u**2 * valley_masses)


rng = np.random.default_rng(1)
for trial in rng.normal(size=(500, 3)):
    right, wrong = both_masses(trial, masses)
    assert wrong >= right - 1e-12


def transmission(potential, length, left_level, energy, a, b, c):
    """Wave equation h(-a f'' - 2i b f' + c f) + V f = E f, V = 0 at right."""
    def wave_numbers(level):
        root = np.sqrt(b * b - a * (c - (energy - level) / h))
        return (-b + root) / a, (-b - root) / a, root
    k_out, _, speed_out = wave_numbers(0.0)
    k_in, k_back, speed_in = wave_numbers(left_level)

    def slope(x, f):
        return [f[1], -2j * b / a * f[1]
                + (c - (energy - potential(x)) / h) / a * f[0]]
    sol = solve_ivp(slope, (length, 0), np.array([1, 1j * k_out], complex),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    f, df = sol.y[:, -1]
    incident = (df - 1j * k_back * f) / (1j * (k_in - k_back))
    return speed_out / (speed_in * abs(incident)**2)


# Rectangular barrier at nonzero parallel wavevector, cross term kept
height, energy = 0.5, 0.15
k_parallel = np.array([0.6, 0.3])
cross = W[0, 1:] @ k_parallel
rest = k_parallel @ W[1:, 1:] @ k_parallel
e_par = h * k_parallel @ np.linalg.inv(M[1:, 1:]) @ k_parallel
e_n = energy - e_par


def box_formula(mass, d):
    kappa = np.sqrt(mass * (height - e_n) / h)
    return 1 / (1 + height**2 * np.sinh(kappa * d)**2
                / (4 * e_n * (height - e_n)))


T_box = {d: transmission(lambda x: height, d, 0.0, energy, W[0, 0], cross, rest)
         for d in (2.0, 4.0, 5.0)}
assert abs(T_box[2.0] / box_formula(m_tun, 2.0) - 1) < 1e-5
assert T_box[2.0] / box_formula(m_wrong, 2.0) > 2
kappa_wave = 0.5 * np.log(T_box[4.0] / T_box[5.0])
mass_wave = h * kappa_wave**2 / (height - e_n)
assert abs(mass_wave / m_tun - 1) < 1e-3

# Strip along n, hard walls and a tilted floor: axial mass from energies
points, width_strip = 300, 4.0
dt = width_strip / (points + 1)
t = dt * np.arange(1, points + 1)
up, down = np.eye(points, k=1), np.eye(points, k=-1)
first = (up - down) / (2 * dt)
second = (up + down - 2 * np.eye(points)) / dt**2


def strip_energy(k):
    H = h * (W[0, 0] * k * k * np.eye(points) - 2j * W[0, 1] * k * first
             - W[1, 1] * second) + np.diag(0.05 * t)
    return np.linalg.eigvalsh(H)[0]


mass_strip = h * 0.5**2 / (strip_energy(0.5) - strip_energy(0.0))
assert abs(mass_strip / m_wrong - 1) < 2e-3

# Fermi energy and parallel mass, checked by hulls of the energy ellipsoid
m_dos = np.prod(masses)**(1 / 3)
mu = h / m_dos * (3 * np.pi**2 * doping / 6)**(2 / 3)
count = 8000
index = np.arange(count) + 0.5
z = 1 - 2 * index / count
angle = np.pi * (1 + np.sqrt(5)) * index
sphere = np.column_stack([np.sqrt(1 - z*z) * np.cos(angle),
                          np.sqrt(1 - z*z) * np.sin(angle), z])
surface = np.sqrt(mu / h) * sphere * np.sqrt(masses)
density_hull = 12 * ConvexHull(surface).volume / (2 * np.pi)**3
shadow = ConvexHull(surface @ axes[1:].T).volume
assert abs(density_hull / doping - 1) < 0.01
assert abs(shadow * h / (np.pi * mu) / m_par - 1) < 0.01

# Depletion barrier and WKB exponent
v_b = phi + mu
w = np.sqrt(2 * v_b / (coul * doping))
assert np.isclose(quad(lambda x: x * coul * doping, 0, w)[0], v_b)


def e00(mass):
    return np.sqrt(h * coul * doping / (2 * mass))


def exponent(mass, e_normal, top):
    r = e_normal / top
    return top / e00(mass) * (np.sqrt(1 - r) - r * np.arccosh(1 / np.sqrt(r)))


S_right, S_wrong = exponent(m_tun, mu, v_b), exponent(m_wrong, mu, v_b)
turn = w * (1 - np.sqrt(mu / v_b))
S_quad = 2 * quad(lambda x: np.sqrt(m_tun / h * max(
    v_b * (1 - x / w)**2 - mu, 0)), 0, turn)[0]
assert abs(S_quad / S_right - 1) < 1e-5

quantum = 2 * sc.e**2 / sc.h                          # siemens


def resistivity(mass, fermi, kT):
    """Contact resistivity in ohm cm2, and share emitted over the barrier."""
    top = phi + fermi
    e = np.linspace(1e-9, fermi if kT == 0 else top + 0.5, 20001)
    below = np.minimum(e, top * (1 - 1e-12))
    trans = np.where(e < top, np.exp(-exponent(mass, below, top)), 1.0)
    flow = trans if kT == 0 else trans * expit((fermi - e) / kT)
    total = trapezoid(flow, e)
    over = trapezoid(np.where(e >= top, flow, 0.0), e) / total
    return 1 / (quantum * 6 * m_par / (4 * np.pi * h) * total * 1e14), over


rho_right, rho_wrong = (resistivity(m, mu, 0)[0] for m in (m_tun, m_wrong))

# Same resistivity by a direct sum over parallel wavevectors
cells, slices = 120, 300
kt_max, ks_max = 1.01 * np.sqrt(mu * np.diag(M)[1:] / h)
mid = (np.arange(cells) + 0.5) / cells * 2 - 1
kt, ks = np.meshgrid(mid * kt_max, mid * ks_max)
b_grid = W[0, 1] * kt
c_grid = W[1, 1] * kt**2 + W[2, 2] * ks**2
is_open = b_grid**2 - W[0, 0] * (c_grid - mu / h) >= 0
S_grid = np.zeros_like(kt)
for x in (np.arange(slices) + 0.5) * w / slices:
    level = v_b * (1 - x / w)**2
    under = W[0, 0] * (c_grid + (level - mu) / h) - b_grid**2
    S_grid += 2 * np.sqrt(np.maximum(under, 0)) / W[0, 0] * w / slices
cell_area = (2 * kt_max / cells) * (2 * ks_max / cells)
channels = np.sum(np.exp(-S_grid) * is_open) * cell_area / (4 * np.pi**2)
rho_sum = 1 / (quantum * 6 * channels * 1e14)
assert abs(rho_sum / rho_right - 1) < 0.01
assert rho_wrong / rho_sum > 2

# Sizes of neglected effects
x = np.linspace(1e-4, w, 200001)
bare = v_b * (1 - x / w)**2
image = bare - coul / (16 * np.pi * x)
lowering = v_b - image.max()
S_image = 2 * trapezoid(np.sqrt(m_tun / h * np.maximum(image - mu, 0)), x)
gap = 1.12                                           # eV, rough
U = np.maximum(bare - mu, 0)
S_two_band = 2 * trapezoid(np.sqrt(m_tun / h * U * (1 - U / gap)), x)
metal_depth = 5.0                                    # eV, round model value
T_exact = [transmission(lambda y: v_b * (1 - y / w)**2, w, mu - metal_depth,
                        mu, 1 / m, 0.0, 0.0) for m in (m_tun, m_wrong)]
kT = sc.k * 300 / sc.e


def carrier_density(fermi):
    e = np.linspace(0, 1.2, 4001)**2
    dos = 6 / (2 * np.pi**2) * (m_dos / h)**1.5 * np.sqrt(e)
    return trapezoid(dos * expit((fermi - e) / kT), e)


mu_300 = brentq(lambda f: carrier_density(f) - doping, -0.2, 0.4)
rho_300, over_300 = resistivity(m_tun, mu_300, kT)
rho_300_wrong = resistivity(m_wrong, mu_300, kT)[0]
root_mass = np.sqrt(m_wrong / m_tun)
velocity = W[:, 0]
tilt = np.degrees(np.arccos(velocity[0] / np.linalg.norm(velocity)))
lattice, valley_fraction = 0.543, 0.85               # nm and rough fraction
k_metal = valley_fraction * 2 * np.pi / lattice * np.sqrt(2 / 3)

print(f"Input masses m_l, m_t: {m_l}, {m_t} m0")
print(f"Input barrier: {phi} eV; doping: {doping_cm3:.1e} cm^-3")
print(f"Input relative permittivity: {eps_r}")
for face in ((1, 0, 0), (1, 1, 0), (1, 1, 1)):
    for name, order in (("x", [0, 1, 2]), ("y", [1, 0, 2]), ("z", [1, 2, 0])):
        p, q = both_masses(face, masses[order])
        print(f"{face} valley {name}: 1/nWn {p:.4f}, nMn {q:.4f} m0")
print(f"W_nn, W_nt, W_tt: {W[0,0]:.4f}, {W[0,1]:.4f}, {W[1,1]:.4f} 1/m0")
print(f"Parallel density-of-states mass: {m_par:.4f} m0")
print(f"Velocity tilt from normal at k_par = 0: {tilt:.1f} degrees")
print(f"Box test: height {height} eV, energy {energy} eV")
print(f"Box test k_t, k_s: {k_parallel[0]}, {k_parallel[1]} nm^-1")
print(f"Box test parallel energy: {e_par:.4f} eV")
print(f"Box 2 nm, T from wave equation: {T_box[2.0]:.4e}")
print(f"Box 2 nm, T formula, 1/nWn: {box_formula(m_tun, 2.0):.4e}")
print(f"Box 2 nm, T formula, nMn: {box_formula(m_wrong, 2.0):.4e}")
print(f"Mass from computed wave decay: {mass_wave:.4f} m0")
print(f"Axial mass of strip along [111]: {mass_strip:.4f} m0")
print(f"Fermi energy above band edge: {mu:.4f} eV")
print(f"Band bending V_b: {v_b:.4f} eV")
print(f"Depletion width: {w:.3f} nm")
print(f"Peak field: {20 * v_b / w:.2f} MV/cm")
print(f"E00 right, wrong mass: {e00(m_tun):.4f}, {e00(m_wrong):.4f} eV")
print(f"Exponent S right, wrong: {S_right:.3f}, {S_wrong:.3f}")
print(f"WKB T right, wrong: {np.exp(-S_right):.3e}, {np.exp(-S_wrong):.3e}")
print(f"WKB T ratio right/wrong: {np.exp(S_wrong - S_right):.2f}")
print(f"Low-T resistivity, right mass: {rho_right:.3e} ohm cm2")
print(f"Low-T resistivity, direct k sum: {rho_sum:.3e} ohm cm2")
print(f"Low-T resistivity, wrong mass: {rho_wrong:.3e} ohm cm2")
print(f"Resistivity ratio wrong/right: {rho_wrong / rho_right:.2f}")
print(f"Image-force lowering: {lowering:.3f} eV")
print(f"S with image force, right mass: {S_image:.3f}")
print(f"T ratio with image force: {np.exp(S_image * (root_mass - 1)):.2f}")
print(f"S two-band estimate (gap {gap} eV): {S_two_band:.3f}")
print(f"T ratio, two-band: {np.exp(S_two_band * (root_mass - 1)):.2f}")
print(f"Model metal band depth: {metal_depth} eV")
print(f"Exact T right, wrong: {T_exact[0]:.3e}, {T_exact[1]:.3e}")
print(f"Exact T ratio right/wrong: {T_exact[0] / T_exact[1]:.2f}")
print(f"300 K Fermi energy: {mu_300:.4f} eV")
print(f"300 K resistivity, right mass: {rho_300:.3e} ohm cm2")
print(f"300 K resistivity, wrong mass: {rho_300_wrong:.3e} ohm cm2")
print(f"300 K share over the barrier: {over_300:.1e}")
print(f"Parallel wavevector metal must supply: {k_metal:.2f} nm^-1")
print(f"Free-electron energy at that wavevector: {h * k_metal**2:.2f} eV")
print("PASS")
```

Running it gives:

```
Input masses m_l, m_t: 0.916, 0.19 m0
Input barrier: 0.6 eV; doping: 1.0e+20 cm^-3
Input relative permittivity: 11.7
(1, 0, 0) valley x: 1/nWn 0.9160, nMn 0.9160 m0
(1, 0, 0) valley y: 1/nWn 0.1900, nMn 0.1900 m0
(1, 0, 0) valley z: 1/nWn 0.1900, nMn 0.1900 m0
(1, 1, 0) valley x: 1/nWn 0.3147, nMn 0.5530 m0
(1, 1, 0) valley y: 1/nWn 0.3147, nMn 0.5530 m0
(1, 1, 0) valley z: 1/nWn 0.1900, nMn 0.1900 m0
(1, 1, 1) valley x: 1/nWn 0.2582, nMn 0.4320 m0
(1, 1, 1) valley y: 1/nWn 0.2582, nMn 0.4320 m0
(1, 1, 1) valley z: 1/nWn 0.2582, nMn 0.4320 m0
W_nn, W_nt, W_tt: 3.8727, -1.9664, 2.4822 1/m0
Parallel density-of-states mass: 0.3579 m0
Velocity tilt from normal at k_par = 0: 26.9 degrees
Box test: height 0.5 eV, energy 0.15 eV
Box test k_t, k_s: 0.6, 0.3 nm^-1
Box test parallel energy: 0.0384 eV
Box 2 nm, T from wave equation: 4.2086e-03
Box 2 nm, T formula, 1/nWn: 4.2086e-03
Box 2 nm, T formula, nMn: 6.2735e-04
Mass from computed wave decay: 0.2582 m0
Axial mass of strip along [111]: 0.4320 m0
Fermi energy above band edge: 0.0741 eV
Band bending V_b: 0.6741 eV
Depletion width: 2.953 nm
Peak field: 4.57 MV/cm
E00 right, wrong mass: 0.1068, 0.0826 eV
Exponent S right, wrong: 4.727, 6.114
WKB T right, wrong: 8.854e-03, 2.212e-03
WKB T ratio right/wrong: 4.00
Low-T resistivity, right mass: 8.075e-08 ohm cm2
Low-T resistivity, direct k sum: 8.079e-08 ohm cm2
Low-T resistivity, wrong mass: 3.744e-07 ohm cm2
Resistivity ratio wrong/right: 4.64
Image-force lowering: 0.232 eV
S with image force, right mass: 3.884
T ratio with image force: 3.13
S two-band estimate (gap 1.12 eV): 3.967
T ratio, two-band: 3.20
Model metal band depth: 5.0 eV
Exact T right, wrong: 1.307e-02, 3.217e-03
Exact T ratio right/wrong: 4.06
300 K Fermi energy: 0.0653 eV
300 K resistivity, right mass: 5.990e-08 ohm cm2
300 K resistivity, wrong mass: 2.294e-07 ohm cm2
300 K share over the barrier: 4.5e-09
Parallel wavevector metal must supply: 8.03 nm^-1
Free-electron energy at that wavevector: 2.46 eV
PASS
```
